# The Square-Root Cusp in the Tunnelling Density of States from Exchange

**Q.** A heavily doped semiconductor is a metal with a smooth band. Impurities scatter its electrons, but why should scattering put any feature at the Fermi energy?

**A.** Scattering alone need not. The feature comes from exchange between electrons that diffuse, and the first thing needed is how diffusion shapes the matrix elements.

Take the exact one-electron states $|m\rangle$ of the disordered sample, with energies $\xi_m$ measured from the Fermi level. Set $\hbar=1$ for now and take zero temperature. Inserting a complete set of states gives

$$\sum_n|\langle m|e^{i\mathbf q\cdot\mathbf r}|n\rangle|^2e^{i(\xi_m-\xi_n)t}=\langle m|e^{i\mathbf q\cdot\mathbf r(t)}e^{-i\mathbf q\cdot\mathbf r(0)}|m\rangle .$$

The right side follows the displacement of an electron of fixed energy. For diffusion its average is $e^{-\gamma|t|}$, with $\gamma=Dq^2$ and $D$ the diffusion constant. A Fourier transform then gives the weight at energy difference $\omega=\xi_m-\xi_n$:

$$P(q,\omega)=\frac1\pi\,\frac{\gamma}{\gamma^2+\omega^2},\qquad \int_{-\infty}^{\infty}P\,d\omega=1 .$$

States close in energy overlap strongly at small $q$. This is the one place where diffusion enters as a physical assumption.

**Q.** That is a classical law imposed on quantum states. Does it hold for them?

**A.** It was tested on a periodic cubic lattice of $12^3$ sites, with site energies spread uniformly over 8 hopping energies, two samples, and states within 0.5 hopping of the band centre. Velocity matrix elements gave $D=0.739$ in lattice units, which predicts a width $Dq^2=0.198$ for the longest wave, with $q^2$ in its lattice form $2-2\cos q$. Within half, one, two and four widths the lattice had weights 0.310, 0.505, 0.706 and 0.857, against 0.295, 0.500, 0.705 and 0.844 for the Lorentzian. This $D$ comes from pairs of states less than 0.3 hopping apart. Windows from 0.1 to 0.5 and other samples move it between about 0.68 and 0.78, and the weights by up to about 0.02. One $10^3$ sample gave a $D$ near 0.6. The agreement is therefore good to a few per cent, not to the third digit.

The law has a limit. A Lorentzian has an infinite mean $\omega^2$, whereas the true mean is finite because motion is ballistic at short times. The tail must therefore be cut off near the elastic rate $1/\tau$. With a spread of 6 hoppings, four widths reach 1.27 hoppings, close to the elastic rate, estimated as $\langle v_x^2\rangle/D=1.82$, and the weight is 0.914 instead of 0.844. So I require $ql\ll1$ and $|\omega|\tau\ll1$, where $l$ is the mean free path.

**Q.** Grant that. How does exchange use it?

**A.** Begin with a static repulsion whose Fourier transform is a constant $U$ at the small $q$ that matter. Exchange lowers a level through its overlap with occupied states of the same spin. Let $N$ be the density of states per volume for both spins and all valleys, and write $\int_q=\int d^3q/(2\pi)^3$. Then

$$\Sigma(\varepsilon)=-U\int_q\int_{-\infty}^{0}d\varepsilon'\,P(q,\varepsilon-\varepsilon')=-U\int_q\int_{\varepsilon}^{\infty}d\omega\,P(q,\omega).$$

The level moves to $\varepsilon+\Sigma(\varepsilon)$. The number of levels is conserved, so the density becomes $N/(1+\Sigma')\approx N(1-\Sigma')$. Differentiating the lower limit gives $\Sigma'=+U\int_qP(q,\varepsilon)$, hence

$$\delta N(\varepsilon)=-NU\int_qP(q,\varepsilon).$$

The levels spread apart, most strongly at $\varepsilon=0$, where $P$ is largest.

**Q.** That integral diverges at large $q$, where $P\sim1/q^2$.

**A.** Its value depends on the cutoff near $q\sim1/l$. The difference from the Fermi level does not:

$$\delta N(\varepsilon)-\delta N(0)=\frac{NU}{\pi}\int_q\left[\frac1\gamma-\frac{\gamma}{\gamma^2+\varepsilon^2}\right]=\frac{NU}{2\pi^3D}\int_0^\infty dq\,\frac{\varepsilon^2}{D^2q^4+\varepsilon^2}.$$

I used $\int_q=\int q^2dq/2\pi^2$ and $q^2/\gamma=1/D$. With $q=x\sqrt{|\varepsilon|/D}$ the remaining integral is $I=\int_0^\infty dx/(1+x^4)$. The change $x\to1/x$ shows that $I$ also equals $\int_0^\infty x^2dx/(1+x^4)$. Taking half the sum and setting $u=x-1/x$,

$$I=\frac12\int_{-\infty}^{\infty}\frac{du}{u^2+2}=\frac{\pi}{2\sqrt2},$$

$$\delta N(\varepsilon)-\delta N(0)=\frac{NU\sqrt{|\varepsilon|}}{4\sqrt2\,\pi^2D^{3/2}}\qquad\text{(static exchange)}.$$

The square root comes from counting: the modes with $Dq^2\lesssim|\varepsilon|$ occupy a volume $(|\varepsilon|/D)^{3/2}$ in $q$ space, and a typical one contributes an amount of order $1/|\varepsilon|$.

**Q.** Electrons repel by the Coulomb law, which is not constant at small $q$. What is $U$?

**A.** It has to be replaced by a screened interaction that depends on frequency, because charge needs time to rearrange itself. The same $P$ supplies the screening. At imaginary frequency $i\Omega$, a pair made of an empty and an occupied state separated by $\omega>0$ contributes $2\omega/(\omega^2+\Omega^2)$ to the density response. The upper state lies between $0$ and $\omega$, so the number of such pairs is proportional to $\omega$:

$$\Pi=N\int_0^\infty d\omega\,\omega P\,\frac{2\omega}{\omega^2+\Omega^2}=\frac{2N\gamma}{\pi}\int_0^\infty\frac{\omega^2\,d\omega}{(\omega^2+\gamma^2)(\omega^2+\Omega^2)} .$$

Partial fractions turn the last integral into $\frac{\pi}{2}(\gamma-|\Omega|)/(\gamma^2-\Omega^2)=\pi/[2(\gamma+|\Omega|)]$. Therefore

$$\Pi=\frac{N\gamma}{\gamma+|\Omega|},\qquad W(q,i\Omega)=\frac{1}{q^2/c+\Pi},\qquad c=\frac{e^2}{\epsilon_0\epsilon_r}.$$

Here $c/q^2$ is the bare interaction in the host dielectric. This is the random-phase approximation, with $W$ averaged over disorder separately from the matrix elements that it multiplies.

**Q.** With a frequency-dependent $W$ there is no longer a simple level shift. What replaces the spreading argument?

**A.** The Green function $G$. Define $g(iE)$ as its trace over both spins per volume; the density of states is $-\frac1\pi\mathrm{Im}\,g$ at real energy. To first order $\delta G=G_0\Sigma G_0$. Since $G_0$ is diagonal in the exact states, the trace needs just the diagonal elements of $\Sigma$:

$$\delta g(iE)=N\int d\varepsilon\,\frac{\Sigma(\varepsilon,iE)}{(iE-\varepsilon)^2},$$

$$\Sigma(\varepsilon,iE)=-\int\frac{d\Omega}{2\pi}\int_qW\int d\varepsilon'\,\frac{P(q,\varepsilon-\varepsilon')}{i(E+\Omega)-\varepsilon'} .$$

For constant $W$, the $\Omega$ integral with the usual convergence factor is 1 for occupied $\varepsilon'$ and 0 for empty $\varepsilon'$, which restores the static exchange.

Take $E>0$ and write $E'=E+\Omega$. If $E'<0$, the pole at $\varepsilon'=iE'$ lies in the lower half-plane. Closing the $\varepsilon'$ contour above picks up the pole of $P$ at $\varepsilon'=\varepsilon+i\gamma$ and gives

$$\int d\varepsilon'\,\frac{P}{iE'-\varepsilon'}=\frac{1}{iE'-\varepsilon-i\gamma}=-\frac{1}{\varepsilon+ia},\qquad a=|E'|+\gamma .$$

Now close the $\varepsilon$ contour below. The residue of $1/[(\varepsilon-iE)^2(\varepsilon+ia)]$ at $-ia$ is $-1/(a+E)^2$, and the clockwise path supplies $-2\pi i$:

$$-\int\frac{d\varepsilon}{(\varepsilon-iE)^2(\varepsilon+ia)}=-(-2\pi i)\left[-\frac{1}{(a+E)^2}\right]=-\frac{2\pi i}{(|\Omega|+\gamma)^2},$$

because $|E'|+E=|\Omega|$. If $E'>0$, the inner integral has its pole at $\varepsilon=i(E'+\gamma)$, on the same side as $iE$. Closing below then gives zero. So the range is $\Omega<-E$, and the two minus signs combine to

$$\delta g(iE)=iN\int_E^\infty d\Omega\,K(\Omega),\qquad K(\Omega)=\int_q\frac{W(q,i\Omega)}{(\Omega+\gamma)^2}.$$

Direct quadrature at $E=0.7$, $E'=-0.4$, $\gamma=0.9$ gave $-1.5708\,i$ for the double integral, which is $-2\pi i/2^2$.

**Q.** Can $K$ be found without assuming perfect screening?

**A.** Yes. Let $A=DNc$, the rate at which the metal screens charge. It equals $D\kappa^2$, where $\kappa^2=Nc$ and $1/\kappa$ is the static screening length. Substituting $q^2=\gamma/D$,

$$\frac{W}{(\Omega+\gamma)^2}=\frac{A}{N\gamma(\gamma+\Omega)(\gamma+\Omega+A)}=\frac1{N\gamma}\left[\frac1{\gamma+\Omega}-\frac1{\gamma+\Omega+A}\right].$$

For any $s>0$,

$$\int_q\frac1{\gamma(\gamma+s)}=\frac1{2\pi^2D}\int_0^\infty\frac{dq}{Dq^2+s}=\frac{1}{4\pi D^{3/2}\sqrt s},$$

so

$$K(\Omega)=\frac{1}{4\pi ND^{3/2}}\left[\frac1{\sqrt\Omega}-\frac1{\sqrt{\Omega+A}}\right].$$

**Q.** And back to real energy?

**A.** Setting $iE=\varepsilon+i0$ means $E\to-i\varepsilon$, and $\mathrm{Im}(iX)=\mathrm{Re}\,X$. Thus $\delta N(\varepsilon)=-\frac N\pi\mathrm{Re}\int_{-i\varepsilon}^\infty K\,d\Omega$. Subtracting the value at $\varepsilon=0$ leaves

$$\delta N(\varepsilon)-\delta N(0)=\frac N\pi\,\mathrm{Re}\int_0^{-i\varepsilon}K\,d\Omega=\frac{\mathrm{Re}\left[\sqrt{-i\varepsilon}-\sqrt{A-i\varepsilon}+\sqrt A\right]}{2\pi^2D^{3/2}} .$$

For $\varepsilon>0$, $\sqrt{-i\varepsilon}=\sqrt\varepsilon\,e^{-i\pi/4}$, whose real part is $\sqrt{\varepsilon/2}$. For $\varepsilon<0$ the roots are complex conjugates with the same real parts, so the curve is even. When $|\varepsilon|\ll A$ the last two terms leave about $-\varepsilon^2/(8A^{3/2})$, which is negligible. Restoring $\hbar$,

$$\boxed{\delta N(\varepsilon)-\delta N(0)=\frac{\sqrt{|\varepsilon|}}{2\sqrt2\,\pi^2(\hbar D)^{3/2}}}$$

In the opposite limit $|\varepsilon|\gg A$ the rise saturates at $\sqrt A/(2\pi^2D^{3/2})$. That equals $-\delta N(0)$ in this model, so the correction fades away. The second limit needs $A\ll1/\tau$ to lie within the diffusive range.

**Q.** Neither $N$ nor the charge is left in the cusp. That looks suspicious for a Coulomb effect.

**A.** More states would give more exchange, but they also screen better: at low frequency $W$ scales as $1/N$, and the two cancel. The charge enters through $A$, which limits the energy range of the law unless $1/\tau$ is smaller and limits it first. Numerical integration of the full $W$ at $D=\varepsilon=1$, with $c=10^5$ so that $A\gg\varepsilon$, gave a rise of 0.0358 for $N=0.5$, 1 and 4 alike.

Inserting the static screened value $U=1/N$ in the earlier formula would give half the boxed result. The missing factor is dynamic: for $\gamma$ and $|\Omega|$ well below $A$, $W\approx(\gamma+|\Omega|)/(N\gamma)$ exceeds $1/N$, because the electrons have too little time to respond as fully as they do to a static charge.

**Q.** You kept exchange and dropped the direct, or Hartree, term. Is that safe?

**A.** Not in general. The Hartree term has the opposite sign and counts both spins. For a true contact repulsion in a single valley it is $-2$ times the static exchange and turns the dip into a peak. It is smaller for a longer-ranged force, because it involves momentum transfers across the Fermi surface. Counting ordinary diffusion only, a first-order estimate with static screening reduces the boxed cusp by the fraction $F=\langle\kappa^2/(\kappa^2+|\mathbf k-\mathbf k'|^2)\rangle$, averaged over the Fermi surface of one valley, taken as a sphere. That fraction counts only electrons of the same valley. If the valleys are not mixed, another valley with the same mass tensor sees the same impurity potential, has the same envelope states and adds an equal term. In silicon the valleys at $+\mathbf k_0$ and $-\mathbf k_0$ form such pairs, so the fraction becomes $2F$. If impurities mix $g_v$ equivalent valleys, the intravalley part falls to $F/g_v$, since two momenta drawn at random from all the valleys lie in the same valley with probability $1/g_v$. Intervalley transfers add something that I have not computed. Without a magnetic field, time-reversed paths add a further correction, known as the Cooper channel. It is left out here, although at first order it can be comparable with the Hartree term.

**Q.** Put numbers in. Would a tunnel junction see this?

**A.** At zero temperature, with a featureless counter-electrode and a constant barrier factor, $dI/dV$ at bias $V$ follows $N(eV)$. I take rough values in the regime of heavily phosphorus-doped silicon: $n=1\times10^{20}$ cm$^{-3}$, mobility $\mu=90$ cm²/Vs, $\epsilon_r=11.7$, and six valleys with masses 0.92 and 0.19 $m_e$. These give

$$k_F=(3\pi^2n/6)^{1/3}=0.790\ \text{nm}^{-1},\qquad E_F=74.0\ \text{meV},$$

$$N=\frac{3n}{2E_F}=2.03\times10^{21}\ \text{eV}^{-1}\text{cm}^{-3}.$$

The Einstein relation then gives

$$D=\frac{\mu n}{eN}=4.44\ \text{cm}^2/\text{s},\qquad \hbar D=292\ \text{meV nm}^2 .$$

At 1 meV the rise is

$$\frac{\sqrt{1}}{27.9\times(292)^{3/2}}=7.2\times10^{-6}\ \text{meV}^{-1}\text{nm}^{-3}=7.2\times10^{18}\ \text{eV}^{-1}\text{cm}^{-3},$$

or 0.35 % of $N$. At 5 meV it is 0.79 %. Integrating the full $W$ over real frequency gives the same percentages, as the numerical output shows.

The energy conditions are met: 1 meV is 2 % of $\hbar/\tau=50$ meV and 0.1 % of $\hbar D\kappa^2=916$ meV. Here $\hbar/\tau$ is the smaller, so it cuts off the dip. Putting $\hbar/\tau$ in place of $A$ in the saturated rise suggests a depth of a few per cent of $N$, but so crude a cutoff can be wrong by a factor of two or three. The saturated limit is out of reach. The weak point is $k_Fl\approx3$: terms of higher order in $1/k_Fl$ need not be small.

**Q.** How far would a real junction depart from 0.35 %?

**A.** The chosen density is well above the metal-insulator transition of phosphorus-doped silicon, which lies at a few $10^{18}$ cm$^{-3}$, so the sample is clearly on the metallic side and the effect is small. Several assumptions would still break:

- **Surface.** A junction probes the surface, while the formula is for the bulk. A reflecting face adds an image to the probability of return. By that estimate the rise at 1 mV doubles to 0.71 % of $N$. The depth scale, $\sqrt{\hbar D/\varepsilon}$, is 17 nm, and the enhancement fades only slowly beyond it.
- **Hartree term.** With the Cooper channel left out, the first-order estimate removes roughly a tenth of the cusp for mixed valleys, counting only the intravalley part. For separate valleys $F$ is 0.74 on a spherical Fermi surface and 0.70 on the ellipsoid, and the opposite valley on the same axis doubles the term to $2F\approx1.4$ to $1.5$. That is more than the whole cusp, so at first order the dip would become a peak. First order is not reliable at so large an $F$, but the degree of valley mixing clearly matters a great deal and may decide the sign.
- **Anisotropic masses.** If the valleys stay separate, diffusion in each is anisotropic. At fixed mean $D$, and with a scattering time that does not depend on direction, this multiplies the exchange cusp by 1.24.
- **Temperature.** Smearing of the tunnelling current alone lifts the zero-bias value by 0.11 % of $N$ at 1 K and 0.23 % at 4.2 K. The temperature dependence of $\delta N$ itself is not included.

The bias dependence of the barrier and screening by the counter-electrode are not sized here. These corrections come from separate estimates and should not simply be multiplied together.

**Q.** Does the formula then carry us down to the transition?

**A.** It shows the direction. At fixed $N$, halving $D$ multiplies the cusp by $2^{3/2}\approx2.8$, so the dip grows as the metal gets worse. But the derivation is first order in the interaction and assumes diffusing states. It fails once $k_Fl$ approaches one or $\delta N$ becomes comparable with $N$, and it says nothing about the insulating side, where the states at the Fermi level are localized and do not diffuse.

## Table of computed values

```
Lattice, disorder 8 hoppings: D = 0.739, D q^2 = 0.198, elastic rate = 2.85
  weight within 0.5 widths: lattice 0.310, Lorentzian 0.295
  weight within 1.0 widths: lattice 0.505, Lorentzian 0.500
  weight within 2.0 widths: lattice 0.706, Lorentzian 0.705
  weight within 4.0 widths: lattice 0.857, Lorentzian 0.844
Lattice, disorder 6 hoppings: D = 1.184, D q^2 = 0.317, elastic rate = 1.82
  weight within 0.5 widths: lattice 0.314, Lorentzian 0.295
  weight within 1.0 widths: lattice 0.531, Lorentzian 0.500
  weight within 2.0 widths: lattice 0.757, Lorentzian 0.705
  weight within 4.0 widths: lattice 0.914, Lorentzian 0.844
Energy integral, opposite signs: -1.5708 i
Energy integral, same signs: magnitude 1.7e-07
Static cusp (U=D=eps=1), relative rise: 0.01791
Dynamic cusp (D=eps=1), N = 0.5: rise 0.03582
Dynamic cusp (D=eps=1), N = 1.0: rise 0.03582
Dynamic cusp (D=eps=1), N = 4.0: rise 0.03582
Dynamic over static screening, cusp ratio: 2.000
Inputs: n = 1.0e+20 cm^-3, mobility = 90 cm2/Vs
Inputs: permittivity 11.7, valleys 6, masses 0.92, 0.19 m_e
DOS mass per valley 0.321 m_e, conductivity mass 0.258 m_e
Fermi energy = 74.0 meV;  k_F = 0.790 nm^-1
N at Fermi level = 2.027e+21 eV^-1 cm^-3
D = 4.44 cm2/s;  hbar D = 292.3 meV nm^2
Scattering time = 13.2 fs;  hbar/tau = 49.8 meV
Disorder measure k_F l = 2 E_F tau/hbar = 2.97
Screening length = 0.565 nm; hbar D kappa^2 = 916 meV
Cusp coefficient = 2.267e+20 eV^-3/2 cm^-3
  0.5 mV: rise 5.068e+18 eV^-1 cm^-3 = 0.250 % of N (direct 0.250 %)
  1.0 mV: rise 7.168e+18 eV^-1 cm^-3 = 0.354 % of N (direct 0.354 %)
  2.0 mV: rise 1.014e+19 eV^-1 cm^-3 = 0.500 % of N (direct 0.500 %)
  5.0 mV: rise 1.603e+19 eV^-1 cm^-3 = 0.791 % of N (direct 0.791 %)
Rough depth at Fermi level, cutoff hbar/tau: 3.5 % of N
Unmixed anisotropic valleys: cusp times 1.245
Hartree estimate, separate valleys: minus 74 % of cusp
Hartree estimate, mixed valleys, intravalley part: minus 12 % of cusp
1.0 K: kT = 0.086 meV; smearing lifts zero bias by 0.111 % of N
4.2 K: kT = 0.362 meV; smearing lifts zero bias by 0.228 % of N
Degeneracy: kT/E_F at 4.2 K = 0.0049
1 meV over hbar/tau = 0.0201; over hbar D kappa^2 = 0.00109
Diffusion length sqrt(hbar D/eps) at 1 meV = 17.1 nm
Surface estimate with image doubling at 1 mV: 0.707 % of N
```
